\section*{Convergence of the ballistic radiosity iteration in a feature}

\section*{Setting}

During atomic layer deposition or etching, gas particles enter a feature through its opening and strike the walls, where they react or are re-emitted. When the mean free path is much larger than the feature, they fly from wall to wall without collisions. The flux on each part of the wall then depends on the flux everywhere else. It can be computed by repeated substitution: guess the flux, let the walls reflect it, add the direct flux from the opening, and repeat. This problem asks when the procedure converges, how fast, and what can spoil it.

The wall is divided into $n$ flat patches of area $A_i$. In a long trench, $A_i$ is the area per unit length, that is, the length of the patch in the cross-section. A particle striking patch $i$ sticks with a fixed probability $s_i$ and is otherwise re-emitted with the cosine law, without memory of its arrival. Put $r_i=1-s_i$. The incident flux density $\Gamma_i$ is taken as uniform on each patch, and the state is steady. In atomic layer deposition $s_i$ falls as the surface saturates; the fluxes found here then belong to the coverage at one instant, provided that it changes little while a particle is inside the feature. The gas above the flat opening $o$, of area $A_o$, is isotropic and supplies the flux density $\Gamma_0$. These assumptions suit thermal neutral particles; directional ions, specular reflection and surface diffusion lie outside the model. The algebra is in atomic units, with lengths in bohr. Its relations are homogeneous in length, so the numbers can be given in angstrom.

The view factor $F_{ij}$ is the probability that a particle emitted from $i$ next arrives at $j$. Every flight ends on a wall or in the opening, so
\begin{equation}
\sum_{j=1}^nF_{ij}+F_{io}=1 .
\label{closure}
\end{equation}
For cosine emission, $A_iF_{ij}$ is the integral of $\cos\theta\cos\theta'/(\pi R^2)$ over all mutually visible pairs of points, at distance $R$, on the two patches. The integrand is symmetric, which gives reciprocity, $A_iF_{ij}=A_jF_{ji}$, also when one of the two surfaces is the opening.

\section*{(a) The iteration as a matrix problem}

\textbf{Question.} Write the particle balance for the hit rates $N_i=A_i\Gamma_i$ and for the fluxes. Which matrix governs the error of the iteration?

\textbf{Solution.} Patch $j$ is hit by particles straight from the opening, at the rate $b_j=\Gamma_0A_oF_{oj}$, and by particles re-emitted elsewhere:
\begin{equation}
N_j=b_j+\sum_i N_i\,r_iF_{ij},\qquad\text{or}\qquad
N=b+P^{\mathsf T}N,\quad P_{ij}=r_iF_{ij}.
\label{hits}
\end{equation}
Let $A$ be the diagonal matrix of areas. Inserting $N=A\Gamma$ and multiplying by $A^{-1}$ gives
\begin{equation}
\Gamma=D+T\Gamma,\qquad D=A^{-1}b,\qquad T=A^{-1}P^{\mathsf T}A .
\label{flux}
\end{equation}
By reciprocity $D_i=\Gamma_0F_{io}$ and $T_{ij}=A_jr_jF_{ji}/A_i=F_{ij}r_j$. The matrix $T$ is similar to $P^{\mathsf T}$, which has the eigenvalues of $P$, so $T$ and $P$ share one spectral radius $\rho$, the largest modulus of an eigenvalue.

The iteration is $\Gamma^{(k+1)}=D+T\Gamma^{(k)}$. Subtracting it from (\ref{flux}) gives, for the error $e_k=\Gamma-\Gamma^{(k)}$,
\begin{equation}
e_{k+1}=Te_k,\qquad e_k=T^ke_0 .
\label{error}
\end{equation}
If $\rho<1$, then $T^k\to0$ and every start converges to the same flux. From $\Gamma^{(0)}=0$ the iterates are $\Gamma^{(k)}=\sum_{l=0}^{k-1}T^lD$, the flux of particles that have been reflected at most $k-1$ times. All terms are non-negative, so these iterates approach the solution from below.

\section*{(b) A sufficient condition}

\textbf{Question.} Some patches may neither absorb nor see the opening. What must hold for them if $\rho$ is to be below one?

\textbf{Solution.} By (\ref{closure}), the row sums of $P$ are
\begin{equation}
\sum_jP_{ij}=r_i(1-F_{io})=1-s_i-r_iF_{io}=1-\ell_i,
\qquad \ell_i=s_i+r_iF_{io}.
\label{loss}
\end{equation}
Here $\ell_i$ is the probability that a particle arriving at $i$ is lost before it hits another wall patch. If some $\ell_i=0$, the largest row sum is one, and a single reflection proves nothing. Several reflections must be followed.

Let $u^{(m)}=P^m\mathbf 1$, where $\mathbf 1$ has all entries one. Its entry $u^{(m)}_i$ is the probability that a particle arriving at $i$ survives $m$ further steps, each consisting of a reflection and a flight to a wall patch. Since $P\mathbf 1\le\mathbf 1$ and $P$ is non-negative,
\begin{equation}
u^{(m+1)}=P^m(P\mathbf 1)\le P^m\mathbf 1=u^{(m)} .
\end{equation}
Suppose that from every patch $i$ there is a chain $i=i_0\to i_1\to\dots\to i_L$ with all $P_{i_{a-1}i_a}>0$ and $\ell_{i_L}>0$. A shortest chain visits no patch twice, so $L\le n-1$. The particle can follow the chain and then be lost, so
\begin{equation}
u_i^{(L+1)}\le1-P_{i_0i_1}\cdots P_{i_{L-1}i_L}\,\ell_{i_L}<1 .
\end{equation}
Because $u_i^{(m)}$ never increases with $m$, all entries are below one at $m=n$, and often earlier. Their maximum $q_m=\max_iu_i^{(m)}$ is then below one as well, since there are finitely many of them.

Now let $Px=\lambda x$, and let $|x_i|$ be the largest modulus among the entries of $x$. Then
\begin{equation}
|\lambda|^m|x_i|\le\sum_j(P^m)_{ij}|x_j|\le q_m|x_i|,
\qquad\text{so}\qquad \rho\le q_m^{1/m}<1 .
\label{bound}
\end{equation}
The same number bounds the error. With $y=Ae_0$, equation (\ref{error}) becomes $Ae_k=(P^{\mathsf T})^ky$, and
\begin{equation}
\sum_j\Big|\sum_i(P^m)_{ij}y_i\Big|\le\sum_i|y_i|\sum_j(P^m)_{ij}\le q_m\sum_i|y_i| .
\end{equation}
Each block of $m$ sweeps therefore reduces the area-weighted error $\sum_iA_i|e_i|$ at least by the factor $q_m$.

The condition is thus that every patch can ultimately lose particles, directly or through others. The finite number of patches matters. Take infinitely many separate closed voids, the $a$th with uniform sticking $1/a$. Each void loses particles and has spectral radius $1-1/a$, but these radii have no upper bound below one.

\section*{(c) When the condition fails}

\textbf{Question.} Is the condition also necessary? What does a feature that violates it look like?

\textbf{Solution.} Let $C$ be the set of patches without a chain to a loss, and suppose it is not empty. Each $i\in C$ has $\ell_i=0$. It also has $P_{ij}=0$ for every $j\notin C$, since otherwise the chain of $j$ would serve $i$ too. With the patches of $C$ listed first,
\begin{equation}
P=\begin{pmatrix}P_{CC}&0\\P_{BC}&P_{BB}\end{pmatrix},
\qquad P_{CC}\mathbf 1=\mathbf 1 .
\end{equation}
The eigenvalues of a block-triangular matrix are those of its diagonal blocks, so one is an eigenvalue of $P$. No row sum exceeds one, hence $\rho=1$. The matrix $T$ then has a real vector $v$ with $Tv=v$. Two starts that differ by $v$ still differ by $v$ after any number of sweeps, so they cannot reach a common limit. The condition is therefore necessary for convergence from every start to the same flux.

Reciprocity shows the geometry. From $\ell_i=0$ follow $s_i=0$ and $F_{io}=0$, so patches in $C$ reflect perfectly and do not see the opening. With $r_i=1$, $P_{ij}=0$ means $F_{ij}=0$, and then $F_{ji}=0$. Nothing outside $C$ sees $C$, which is a sealed, perfectly reflecting void, such as a pinched-off seam.

Conversely, let every patch be linked to the opening by a succession of mutually visible patches. Follow that succession from any patch. Either a patch with $s>0$ is met, which is a loss, or the last patch is reached, and it sees the opening. An open feature that is connected in this sense converges for all sticking probabilities, including zero.

\section*{(d) View factors that conserve particles}

\textbf{Question.} For a long trench whose cross-section has at most one protruding corner $c$, find $F_{ij}$ in closed form and show that it obeys (\ref{closure}).

\textbf{Solution.} Let $\psi$ be the elevation of a flight out of the cross-section and $\theta$ its in-plane angle from the normal. Then $d\Omega=\cos\psi\,d\psi\,d\theta$, and the cosine of the full emission angle is $\cos\psi\cos\theta$. The in-plane distribution is
\begin{equation}
\frac{\cos\theta\,d\theta}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\tfrac12\cos\theta\,d\theta .
\end{equation}
A line element $dt$ at distance $d$, whose normal makes the angle $\theta'$ with the line of sight, covers $d\theta=\cos\theta'\,dt/d$. Hence
\begin{equation}
A_iF_{ij}=\int_i ds\int_j dt\;\frac{\cos\theta\cos\theta'}{2d}\quad\text{over visible pairs.}
\label{kernel}
\end{equation}

Run round the boundary counterclockwise, with unit tangents $\tau_p,\tau_q$ at the points $p(s),q(t)$. Let $e$ be the unit vector from $p$ to $q$ and $e_\perp$ the same vector turned by $+90^\circ$. For a visible pair $d=|q-p|$, so $\partial_sd=-e\cdot\tau_p$ and $\partial_te=(\tau_q\cdot e_\perp)e_\perp/d$. Therefore
\begin{equation}
\partial_t\partial_sd=-\frac{(\tau_p\cdot e_\perp)(\tau_q\cdot e_\perp)}{d}
=\frac{\cos\theta\cos\theta'}{d}.
\end{equation}
The sign follows from the inward normals, which are the tangents turned by $+90^\circ$: $\cos\theta=-\tau_p\cdot e_\perp$ and $\cos\theta'=+\tau_q\cdot e_\perp$.

For a hidden pair let $d$ be the shortest path inside the section, $d=|p-c|+|c-q|$. Its mixed derivative is zero, as (\ref{kernel}) requires. At the edge of the shadow the first leg of the path turns continuously, so $\partial_sd$ has no jump and the edge contributes nothing. The integral can now be done. With patch $i$ running from $p_i$ to $p_{i+1}$,
\begin{equation}
A_iF_{ij}=\tfrac12\big[d(p_i,p_j)+d(p_{i+1},p_{j+1})-d(p_i,p_{j+1})-d(p_{i+1},p_j)\big].
\label{strings}
\end{equation}
For neighbours, which share an end point, the formula holds by continuity of $d$.

Sum (\ref{strings}) over all other boundary pieces, the opening included. The terms with $p_i$ telescope to $d(p_i,p_{i+1})-d(p_i,p_i)=A_i$, and those with $p_{i+1}$ to $d(p_{i+1},p_i)-d(p_{i+1},p_{i+1})=A_i$. Half their sum is $A_i$, which is (\ref{closure}).

\section*{(e) A trench with a side cavity, without sticking}

\textbf{Question.} A model trench is 200~\AA\ wide and 1000~\AA\ deep. At its foot a cavity 200~\AA\ high extends 800~\AA\ beyond the right trench wall. The patches are 50~\AA\ long and $s_i=0$. Find the flux, the mean number of wall hits per entering particle, and the spectral radius.

\textbf{Solution.} Try $\Gamma_i=\Gamma_0$ in (\ref{flux}):
\begin{equation}
D_i+\sum_jF_{ij}\Gamma_0=\Gamma_0\Big(F_{io}+\sum_jF_{ij}\Big)=\Gamma_0 .
\end{equation}
The feature is connected, so this is the unique solution: an inert gas strikes all walls equally, however hidden they are. Particles enter at the rate $A_o\Gamma_0$ and hit the walls at the rate $\Gamma_0\sum_iA_i$. The mean number of hits is
\begin{equation}
\frac{\sum_iA_i}{A_o}=\frac{3800}{200}=19 .
\end{equation}

The deepest line of sight into the cavity runs from the upper left edge of the trench past the cavity's upper corner. It falls 800~\AA\ over 200~\AA, so it meets the floor 250~\AA\ from the left wall. Hidden from the opening are the remaining 750~\AA\ of floor (15 patches), the ceiling (16) and the end wall (4), in all 35 of 76 patches. For these $\ell_i=0$ and $q_1=1$. They do see the lower left trench wall, which sees the opening, so two steps suffice for a loss.

With (\ref{strings}), matrix powers and numerical diagonalization give
\begin{align}
q_2&=0.999779, & q_2^{1/2}&=0.999889,\\
q_{100}&=0.109, & q_{100}^{1/100}&=0.9781,\\
&& \rho&=0.9758 .
\end{align}
Two steps prove convergence but say little about its rate; a hundred steps come close to it. Patches of 25~\AA\ give $\rho=0.9759$, so the rate hardly depends on this refinement.

A population distributed over the walls as the slowest mode makes $\sum_k\rho^k=1/(1-\rho)=41.4$ hits on average. Entering particles are not distributed in that way, and their mean is 19.

\section*{(f) When to stop}

\textbf{Question.} The iteration is stopped when the largest change in a sweep falls below $10^{-4}\Gamma_0$. How large is the error?

\textbf{Solution.} The change is
\begin{equation}
\delta_k=\Gamma^{(k+1)}-\Gamma^{(k)}=e_k-e_{k+1}=(1-T)e_k .
\end{equation}
After many sweeps one mode dominates, provided that no other mode decays as slowly. Then $Te_k\approx\rho e_k$ and
\begin{equation}
e_k\approx\frac{\delta_k}{1-\rho}.
\label{stop}
\end{equation}
In the example the second largest modulus of an eigenvalue is $0.862$, well below $\rho$, so the proviso holds. Started from zero flux, the largest entry of $\delta_k$ first falls below the threshold at $k=234$, where it is $9.93\times10^{-5}\Gamma_0$. Equation (\ref{stop}) predicts the error $41.37\times9.93\times10^{-5}\Gamma_0=4.11\times10^{-3}\Gamma_0$. Comparison with the solution $\Gamma_0$ gives the same value to three digits, about forty times the threshold. This is the error of $\Gamma^{(k)}$; the sweep that triggers the stop has already lowered it by the factor $\rho$, to $4.01\times10^{-3}\Gamma_0$.

Counted from $k=234$, bringing the error below $10^{-6}\Gamma_0$ takes $\ln(4.108\times10^{-3}/10^{-6})/(-\ln\rho)=8.321/0.02447\approx340$ sweeps. The iteration needs 575 in all, in agreement after rounding up. A stopping rule should therefore compare $\delta_k/(1-\rho)$ with the wanted accuracy; late in the run, the ratio of successive changes supplies $\rho$.

\section*{(g) Weak sticking}

\textbf{Question.} Let $s=0.01$ on all walls. How do the rate, the flux and the particle balance change?

\textbf{Solution.} Now $P=(1-s)F$, so the earlier radius is multiplied by $0.99$: $\rho=0.99\times0.97583=0.9661$. An error below $10^{-6}\Gamma_0$ takes 398 sweeps instead of 575. In the opposite limit, $s=1$, $T=0$ and one sweep gives the solution.

Solving the linear equations (\ref{flux}) directly gives $0.930\,\Gamma_0$ on the uppermost patch of the left trench wall, $0.727\,\Gamma_0$ on its lowest patch, and $0.661\,\Gamma_0$ on the end wall of the cavity, 75~\AA\ above the floor. With equal sticking, the reaction rate at the cavity end is $0.661/0.930=0.71$ of that at the mouth. These values belong to 50~\AA\ patches. Patches of 12.5~\AA, averaged over the same wall pieces, leave the first flux unchanged and lower the other two by about $0.001\,\Gamma_0$.

For the balance, sum (\ref{hits}) over $j$ and use (\ref{loss}):
\begin{equation}
\sum_jb_j=\sum_iN_i\ell_i=\sum_is_iN_i+\sum_ir_iF_{io}N_i .
\end{equation}
What enters is absorbed or returns through the opening. The fractions are $0.1415$ and $0.8585$, with sum one; on 12.5~\AA\ patches they are $0.1414$ and $0.8586$. To first order in $s$, the flux in the absorbed part may be replaced by its value at $s=0$, which gives $19s=0.19$. The actual fraction is smaller because absorption depletes the flux.

\section*{(h) Sealing, depth and faulty view factors}

\textbf{Question.} What happens if the opening closes, if a trench becomes deeper, or if (\ref{kernel}) is replaced by its midpoint value on coarse patches?

\textbf{Solution.} Replace the opening of the example by a reflecting wall with $s=0$. Then $\rho=1$. If a wall source, such as desorption, supplies one particle per unit time, each sweep adds one to the total hit rate, which is 200 after 200 sweeps from zero. No steady state exists, and the divergence reports this correctly. Sticking of $0.1$ on one patch of the end wall restores convergence, with $\rho=0.9988$.

For straight trenches 200~\AA\ wide, with $s=0$ and 50~\AA\ patches, diagonalization gives

\begin{center}
\begin{tabular}{cccc}
depth (\AA) & $\rho$ & depth (\AA) & $\rho$\\
400 & 0.821 & 2000 & 0.9760\\
1000 & 0.937 & 4000 & 0.9917
\end{tabular}
\end{center}

Patches of 12.5~\AA\ raise these radii by less than $0.0006$, most for the shallowest trench. Each radius is below one, but the margin shrinks. Between 2000 and 4000~\AA\ it falls from $0.0240$ to $0.0083$, so late in the iteration nearly three times as many sweeps are needed for the same reduction of the error.

The midpoint rule replaces (\ref{kernel}) by $F_{ij}\approx A_j\cos\theta\cos\theta'/(2d)$ between patch centres. For opposite patches of length $h$ across a trench of width $w$, both cosines are one and $F=h/(2w)$. With $h=500$~\AA\ and $w=200$~\AA\ this is $1.25$, an impossible probability. Let $x$ be one on such a pair and zero elsewhere. The faulty non-negative matrix $M$ obeys $Mx\ge1.25\,x$, hence $M^kx\ge1.25^kx$ and $\rho(M)\ge1.25$. For the 1000~\AA\ trench, with two such patches on each wall and one on the floor, diagonalization gives $1.359$, and the iteration diverges. On the same patches, (\ref{strings}) gives $0.922$. If the discrete view factors create particles, an open geometry no longer guarantees convergence.
